# Resonant Raman Profiles of a Displaced Oscillator from Its Absorption Line Shape: test program

```python
"""Resonant Raman scattering from a linearly displaced oscillator at T = 0.

Result under test: with Phi(E) = <0|(H_e - E - i gamma)^-1|0>, the amplitude
for leaving n phonons is
  A_n(E) = S^(n/2)/sqrt(n!) * sum_k (-1)^k C(n,k) Phi(E - k w),
so that absorption (Im Phi) determines all Raman profiles.
Symbols: E photon energy, E0 zero-phonon energy, w phonon energy,
S Huang-Rhys factor, gamma half width (all energies in eV), mu dipole (C m).
H_e = E0 + w (a^+ - sqrt S)(a - sqrt S); amplitudes A_n are in 1/eV.
"""
from math import comb, exp, factorial, pi, sqrt
import numpy as np
from scipy.constants import c, e, epsilon_0, hbar, k as k_boltzmann
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar

E0, w, S, gamma = 2.0, 0.15, 0.4, 0.02
mu = e * 1e-10
N = 60


def excited_hamiltonian(S, w, size=N, freq_ratio=1.0):
    """Excited-state matrix in ground-state phonon number states."""
    a = np.diag(np.sqrt(np.arange(1.0, size + 4)), 1)
    x = a + a.T
    h = w * np.diag(np.arange(size + 4.0)) - w * sqrt(S) * x
    h += w / 4 * (freq_ratio**2 - 1) * (x @ x)
    return h[:size, :size] + (E0 + S * w) * np.eye(size)


def solve_amplitudes(h, E, g):
    """All A_n at one energy from a linear solve, no derived formula."""
    start = np.zeros(len(h), complex)
    start[0] = 1
    return np.linalg.solve(h - (E + 1j * g) * np.eye(len(h)), start)


def poisson(m):
    return exp(-S) * S**m / factorial(m) if m >= 0 else 0.0


def phi_series(E):
    return sum(poisson(m) / (E0 + m * w - E - 1j * gamma) for m in range(40))


def difference_law(n, E, phi):
    total = sum((-1)**k * comb(n, k) * phi(E - k * w) for k in range(n + 1))
    return S**(n / 2) / sqrt(factorial(n)) * total


def fc_product(n, m):
    total = sum((-1)**k * comb(n, k) * poisson(m - k) for k in range(n + 1))
    return S**(n / 2) / sqrt(factorial(n)) * total


H = excited_hamiltonian(S, w)
levels, vectors = np.linalg.eigh(H)
test_energies = np.linspace(1.75, 2.55, 9)

# Franck-Condon products from wave functions on a real-space grid
q = np.linspace(-14, 14, 5601)
dq = q[1] - q[0]


def oscillator_functions(x, count):
    f = [pi**-0.25 * np.exp(-x**2 / 2)]
    f.append(sqrt(2) * x * f[0])
    for j in range(1, count - 1):
        f.append(sqrt(2 / (j + 1)) * x * f[j] - sqrt(j / (j + 1)) * f[j - 1])
    return np.array(f)


ground_f = oscillator_functions(q, 9)
excited_f = oscillator_functions(q - sqrt(2 * S), 9)
overlap = ground_f @ excited_f.T * dq
for n in range(5):
    for m in range(9):
        assert abs(overlap[n, m] * overlap[0, m] - fc_product(n, m)) < 1e-10

# Difference law and sum over states against the linear solve
for E in test_energies:
    direct = solve_amplitudes(H, E, gamma)
    for n in range(5):
        sos = sum(fc_product(n, m) / (E0 + m * w - E - 1j * gamma)
                  for m in range(40))
        assert abs(sos - direct[n]) < 1e-8
        assert abs(difference_law(n, E, phi_series) - direct[n]) < 1e-8

# Time-dependent form: propagation by the matrix, then half-Fourier integral
t = np.linspace(0, 30 / gamma, 30001)  # time in units of hbar/eV
phases = np.exp(-1j * np.outer(t, levels))
for n in range(4):
    moving = phases @ (vectors[n] * vectors[0])
    z = 1 - np.exp(-1j * w * t)
    closed = (np.exp(-1j * E0 * t - S * z) * (sqrt(S) * z)**n
              / sqrt(factorial(n)))
    assert np.max(np.abs(moving - closed)) < 1e-8
    for E in test_energies[::2]:
        integral = 1j * simpson(moving * np.exp((1j * E - gamma) * t), x=t)
        assert abs(integral - solve_amplitudes(H, E, gamma)[n]) < 1e-5


# Kramers-Kronig: profiles from the absorption line shape alone
def absorption(E):
    E = np.atleast_1d(E)[:, None]
    return (vectors[0]**2 * gamma / ((levels - E)**2 + gamma**2)).sum(axis=1)


ds = 0.001
s = (np.arange(16000) + 0.5) * ds
u = gamma * np.sinh(s)  # distance from the pole of the principal value


def phi_from_absorption(E):
    odd_part = absorption(E + u) - absorption(E - u)
    return np.sum(odd_part / np.tanh(s)) * ds / pi + 1j * absorption(E)[0]


for E in test_energies[::2]:
    direct = solve_amplitudes(H, E, gamma)
    for n in range(3):
        from_abs = difference_law(n, E, phi_from_absorption)
        assert abs(from_abs - direct[n]) < 1e-6

# Sum rule over all final phonon numbers
for E in test_energies:
    total = sum(abs(difference_law(n, E, phi_series))**2 for n in range(26))
    assert abs(total * gamma / absorption(E)[0] - 1) < 1e-8

# Sharp-line peak ratios, and the missing outgoing peak at S = 1
g_sharp = 1e-4 * w
sharp = [np.abs(solve_amplitudes(H, E0 + m * w, g_sharp))**2 for m in range(3)]
sharp_fund = sharp[1][1] / sharp[0][1]
sharp_over = [sharp[m][2] / sharp[0][2] for m in (1, 2)]
assert abs(sharp_fund - (1 - S)**2) < 1e-3
assert abs(sharp_over[0] - (2 - S)**2) < 1e-3
assert abs(sharp_over[1] - (1 - 2 * S + S**2 / 2)**2) < 1e-3
H_one = excited_hamiltonian(1.0, w)
one = [abs(solve_amplitudes(H_one, E0 + m * w, g_sharp)[1])**2 for m in (0, 1)]
assert one[1] / one[0] < 1e-6

# Broad-line derivative law: derivatives of Phi are powers of the resolvent
E_vertical = E0 + S * w
broad_error = {}
for ratio in (10, 20):
    g = ratio * w
    E_mid = E_vertical + g / 2
    x = solve_amplitudes(H, E_mid, g)
    x2 = np.linalg.solve(H - (E_mid + 1j * g) * np.eye(N), x)
    first, second = x @ x, 2 * (x @ x2)
    law1 = sqrt(S) * w * first
    law2 = S / sqrt(2) * w**2 * second
    true1 = solve_amplitudes(H, E_mid + w / 2, g)[1]
    true2 = solve_amplitudes(H, E_mid + w, g)[2]
    broad_error[ratio] = (abs(law1 / true1 - 1), abs(law2 / true2 - 1))
for i in range(2):
    assert broad_error[10][i] < 0.02
    assert 3.7 < broad_error[10][i] / broad_error[20][i] < 4.3
peak = minimize_scalar(
    lambda E: -abs(solve_amplitudes(H, E, 20 * w)[1])**2 * 1e3,
    bounds=(E0 - 1, E0 + 1), method="bounded", options={"xatol": 1e-7}).x
assert abs(peak - (E_vertical + w / 2)) < 0.02 * w

# Two modes: each obeys the difference law with the full two-mode Phi
M, w2, S2 = 22, 0.06, 0.3
H2 = (np.kron(excited_hamiltonian(S, w, M), np.eye(M))
      + np.kron(np.eye(M), excited_hamiltonian(S2, w2, M))
      - E0 * np.eye(M * M))
for E in (1.98, 2.13, 2.27):
    both = solve_amplitudes(H2, E, gamma).reshape(M, M)
    p0, p1, p2, p12 = [solve_amplitudes(H2, E - d, gamma)[0]
                       for d in (0, w, w2, w + w2)]
    assert abs(both[1, 0] - sqrt(S) * (p0 - p1)) < 1e-6
    assert abs(both[0, 1] - sqrt(S2) * (p0 - p2)) < 1e-6
    assert abs(both[1, 1] - sqrt(S * S2) * (p0 - p1 - p2 + p12)) < 1e-6


# A changed phonon frequency breaks the law: A_1/difference is not constant
def law_ratio_range(h):
    values = []
    for E in np.linspace(1.9, 2.4, 51):
        x = solve_amplitudes(h, E, gamma)
        shifted = solve_amplitudes(h, E - w, gamma)[0]
        values.append(abs(x[1] / (x[0] - shifted)))
    return min(values), max(values)


linear_range = law_ratio_range(H)
changed_range = law_ratio_range(excited_hamiltonian(S, w, freq_ratio=0.9))
assert max(abs(v - sqrt(S)) for v in linear_range) < 1e-8
assert changed_range[1] / changed_range[0] > 1.1

# Inhomogeneous spread: averaged intensity against squared averaged amplitude
spread = 0.04
shift = np.linspace(-6 * spread, 6 * spread, 1201)
weight = np.exp(-shift**2 / (2 * spread**2))
weight /= weight.sum()
a1_shifted = difference_law(1, E0 - shift, phi_series)
true_mean = np.sum(weight * np.abs(a1_shifted)**2)
naive_mean = abs(np.sum(weight * a1_shifted))**2
assert true_mean > 1.5 * naive_mean


# SI cross sections for light polarized along the dipole
def sigma_absorption(E, im_phi):
    return E * e / hbar * mu**2 * im_phi / e / (epsilon_0 * c)


def sigma_raman(E, n, amplitude):
    """Photon cross section per steradian, at right angles to the dipole."""
    w_in, w_out = E * e / hbar, (E - n * w) * e / hbar
    alpha = mu**2 * abs(amplitude) / e
    return w_in * w_out**3 * alpha**2 / (16 * pi**2 * epsilon_0**2 * c**4)


# absorbed photons equal excitons lost in the driven steady state
field = 1.0
driven = mu * field / (2 * e) * solve_amplitudes(H, 2.1, gamma)
loss_rate = 2 * gamma * e / hbar * np.sum(np.abs(driven)**2)
photon_flux = epsilon_0 * c * field**2 / 2 / (2.1 * e)
sigma_test = sigma_absorption(2.1, absorption(2.1)[0])
assert abs(loss_rate / (photon_flux * sigma_test) - 1) < 1e-8
# with purely radiative damping a bare level scatters all that it absorbs
einstein_rate = (E0 * e / hbar)**3 * mu**2 / (3 * pi * epsilon_0 * hbar * c**3)
g_rad = hbar * einstein_rate / 2 / e
solid_angle = 2 * pi * quad(lambda th: np.sin(th)**3, 0, pi)[0]
scattered = solid_angle * sigma_raman(E0, 0, 1j / g_rad)
assert abs(scattered / sigma_absorption(E0, 1 / g_rad) - 1) < 1e-8

# Size of the neglected antiresonant term for the fundamental at E = E0
x0 = solve_amplitudes(H, E0, gamma)
antiresonant = sum(vectors[1] * vectors[0] / (levels - w + E0))
anti_ratio = abs(antiresonant / x0[1])
assert anti_ratio < 0.01

# Worked example
period = 2 * pi * hbar / (w * e)
half = vectors @ (np.exp(-1j * levels * pi / w) * vectors[0])
print(f"E0 = {E0:.3f} eV, phonon energy = {w:.3f} eV")
print(f"S = {S:.2f}, gamma = {gamma:.3f} eV")
print(f"dipole mu = {mu:.4e} C m")
print(f"vertical energy E0+S*w = {E_vertical:.3f} eV")
print(f"lifetime hbar/(2 gamma) = {hbar / (2 * gamma * e) * 1e15:.2f} fs")
print(f"phonon period = {period * 1e15:.2f} fs")
print(f"amplitude damping per period = {exp(-gamma * 2 * pi / w):.4f}")
print("undamped phonon probabilities at half period:")
print("  n=0,1,2: " + ", ".join(f"{abs(half[n])**2:.4f}" for n in range(3)))
thermal = exp(-w * e / (k_boltzmann * 300))
print(f"Boltzmann factor of one phonon at 300 K = {thermal:.4f}")
print("Poisson weights P0..P3: "
      + ", ".join(f"{poisson(m):.5f}" for m in range(4)))
print("Phi at E0+m*w (1/eV):")
for m in range(-2, 3):
    p = solve_amplitudes(H, E0 + m * w, gamma)[0]
    print(f"  m={m:+d} E={E0 + m * w:.2f} eV: {p.real:+.4f} {p.imag:+.4f}i")
print("A_1 and A_2 at E0+m*w (1/eV):")
rows = [solve_amplitudes(H, E0 + m * w, gamma) for m in range(3)]
for m, x in enumerate(rows):
    print(f"  m={m} A_1: {x[1].real:+.4f} {x[1].imag:+.4f}i")
    print(f"  m={m} A_2: {x[2].real:+.4f} {x[2].imag:+.4f}i")
print("|A_1|^2, |A_2|^2 at E0+m*w (1/eV^2):")
for m, x in enumerate(rows):
    print(f"  m={m}: {abs(x[1])**2:.2f}, {abs(x[2])**2:.2f}")
kk = difference_law(1, E0, phi_from_absorption)
print(f"A_1(E0) from absorption only: {kk.real:+.4f} {kk.imag:+.4f}i 1/eV")
print(f"fundamental, m=1/m=0: {abs(rows[1][1] / rows[0][1])**2:.4f}")
print(f"  sharp-line value: {sharp_fund:.4f}")
print("overtone, m=1/m=0 and m=2/m=0: "
      + ", ".join(f"{abs(rows[m][2] / rows[0][2])**2:.4f}" for m in (1, 2)))
print(f"  sharp-line values: {sharp_over[0]:.4f}, {sharp_over[1]:.4f}")
share = np.abs(x0)**2 * gamma / absorption(E0)[0]
print("share of n=0,1,2,3 in sum rule at E0: "
      + ", ".join(f"{v:.4f}" for v in share[:4]))
print(f"sigma_abs(E0) = {sigma_absorption(E0, x0[0].imag):.3e} m^2")
print(f"Raman n=1 at E0 = {sigma_raman(E0, 1, x0[1]):.3e} m^2/sr")
print(f"Raman n=2 at E0 = {sigma_raman(E0, 2, x0[2]):.3e} m^2/sr")
print(f"radiative half width at E0 = {g_rad:.3e} eV")
print(f"antiresonant/resonant |A_1| at E0 = {anti_ratio:.2e}")
print("broad-line law, relative error for n=1, n=2:")
for ratio in (10, 20):
    b1, b2 = broad_error[ratio]
    print(f"  gamma={ratio}w: {b1:.2e}, {b2:.2e}")
print(f"fundamental peak for gamma=20w: {peak:.4f} eV")
print(f"|A_1/difference|, equal frequencies: {linear_range[0]:.4f}"
      f" to {linear_range[1]:.4f}")
print(f"  excited frequency 0.9w: {changed_range[0]:.4f}"
      f" to {changed_range[1]:.4f}")
print(f"inhomogeneous standard deviation = {spread:.3f} eV")
print(f"  mean of |A_1|^2 at E0 = {true_mean:.2f} 1/eV^2")
print(f"  |mean of A_1|^2 at E0 = {naive_mean:.2f} 1/eV^2")
print("tests ok")
```

Running it gives:

```
E0 = 2.000 eV, phonon energy = 0.150 eV
S = 0.40, gamma = 0.020 eV
dipole mu = 1.6022e-29 C m
vertical energy E0+S*w = 2.060 eV
lifetime hbar/(2 gamma) = 16.46 fs
phonon period = 27.57 fs
amplitude damping per period = 0.4327
undamped phonon probabilities at half period:
  n=0,1,2: 0.2019, 0.3230, 0.2584
Boltzmann factor of one phonon at 300 K = 0.0030
Poisson weights P0..P3: 0.67032, 0.26813, 0.05363, 0.00715
Phi at E0+m*w (1/eV):
  m=-2 E=1.70 eV: +2.9188 +0.1780i
  m=-1 E=1.85 eV: +5.4124 +0.6505i
  m=+0 E=2.00 eV: +1.9514 +33.7628i
  m=+1 E=2.15 eV: -4.0141 +14.0403i
  m=+2 E=2.30 eV: -3.9315 +3.0702i
A_1 and A_2 at E0+m*w (1/eV):
  m=0 A_1: -2.1889 +20.9421i
  m=0 A_2: -1.6842 +9.2319i
  m=1 A_1: -3.7729 -12.4736i
  m=1 A_2: -0.7084 -14.9439i
  m=2 A_1: +0.0522 -6.9381i
  m=2 A_2: +1.7106 +2.4755i
|A_1|^2, |A_2|^2 at E0+m*w (1/eV^2):
  m=0: 443.36, 88.07
  m=1: 169.82, 223.82
  m=2: 48.14, 9.05
A_1(E0) from absorption only: -2.1889 +20.9421i 1/eV
fundamental, m=1/m=0: 0.3830
  sharp-line value: 0.3600
overtone, m=1/m=0 and m=2/m=0: 2.5416, 0.1028
  sharp-line values: 2.5600, 0.0784
share of n=0,1,2,3 in sum rule at E0: 0.6775, 0.2626, 0.0522, 0.0069
sigma_abs(E0) = 6.192e-20 m^2
Raman n=1 at E0 = 7.678e-28 m^2/sr
Raman n=2 at E0 = 1.183e-28 m^2/sr
radiative half width at E0 = 9.995e-09 eV
antiresonant/resonant |A_1| at E0 = 2.84e-04
broad-line law, relative error for n=1, n=2:
  gamma=10w: 1.96e-03, 7.81e-03
  gamma=20w: 4.98e-04, 1.99e-03
fundamental peak for gamma=20w: 2.1341 eV
|A_1/difference|, equal frequencies: 0.6325 to 0.6325
  excited frequency 0.9w: 0.2248 to 1.1969
inhomogeneous standard deviation = 0.040 eV
  mean of |A_1|^2 at E0 = 204.37 1/eV^2
  |mean of A_1|^2 at E0 = 85.63 1/eV^2
tests ok
```
